# Stability limit of linear density mixing in jellium SCF cycles

**Problem.** Jellium is an electron gas on a uniform positive background. Take it spin-unpolarised, at zero temperature, with \(r_s = 2.07\) bohr, taken as a model parameter; no ions or bands enter. It fills a periodic orthorhombic cell with longest side \(L\), a fixed electron number and a Brillouin zone sampled to convergence. A self-consistent-field (SCF) cycle takes an input density \(n_j\), builds the Hartree potential, fills the one-electron states to get \(n_{\rm out}[n_j]\), and mixes linearly:
\[ n_{j+1} = n_j + \alpha\,\big(n_{\rm out}[n_j] - n_j\big). \]
Find the Thomas-Fermi wavevector \(k_{TF}\) and the critical \(\alpha_c\) above which a small error in \(n_j\) grows, for \(L = 8, 16, 32, 64\) bohr, with the Thomas-Fermi and with the Lindhard response. Hartree atomic units are used. The threshold sought is local: it concerns densities close to the uniform solution.

## First estimate by scaling

One electron occupies a sphere of radius \(r_s\), so \(n = 3/(4\pi \cdot 2.07^3) = 0.026915\) bohr\(^{-3}\). Two spins fill a sphere in \(k\)-space with \(1/(2\pi)^3\) states per unit volume, \(n = 2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3 = k_F^3/3\pi^2\). This gives \(k_F = 0.92713\) bohr\(^{-1}\) and \(E_F = k_F^2/2 = 0.42978\) hartree.

Let the input density be wrong by a wave \(a\cos Gz\). The potential energy \(\delta V\) of an electron obeys \(\nabla^2\delta V = -4\pi\,\delta n\), the sign being that of repulsion, so \(\delta V = (4\pi a/G^2)\cos Gz\). A long wave acts as a local shift of the band bottom. Since \(n\propto k_F^3\propto\mu^{3/2}\), the density changes with the chemical potential at the rate
\[ D \equiv \frac{dn}{d\mu} = \frac{3n}{2E_F} = \frac{3\times 0.026915}{2\times 0.42978} = 0.093938\ \text{bohr}^{-3}/\text{hartree}, \]
and electrons leave the places where \(\delta V>0\). The output error is therefore \(-Ra\cos Gz\) with \(R = 4\pi D/G^2\). The quantity \(4\pi D\) is the square of an inverse length and defines \(k_{TF}^2\). Inserting \(n = k_F^3/3\pi^2\) gives \(D = k_F/\pi^2\), so
\[ k_{TF}^2 = \frac{4k_F}{\pi} = \frac{4\times0.92713}{\pi} = 1.18046\ \text{bohr}^{-2},\qquad k_{TF} = 1.0865\ \text{bohr}^{-1} = 2.053\ \text{Å}^{-1}. \]
The screening length \(1/k_{TF}\) is 0.92 bohr.

The longest wave that fits has \(G = 2\pi/L\). If \(R\gg1\), the mixed error is \(a + \alpha(-Ra - a)\approx(1-\alpha R)\,a\), which grows in magnitude once \(\alpha R>2\). Hence
\[ \alpha_{\rm est} = \frac{2}{R} = \frac{8\pi^2}{k_{TF}^2L^2} = 1.045,\ 0.261,\ 0.0653,\ 0.0163 \]
for the four lengths. Two things were dropped: the 1 beside \(R\), and any dependence of the response on wavelength.

## Exact solution of the linearised problem

### The error recursion

Write \(n_j = n + e_j(\mathbf r)\) and expand \(e_j\) in the reciprocal vectors \(\mathbf G\) of the cell. The component \(\mathbf G=0\) is absent because the electron number is fixed, and the background cancels the uniform Hartree potential. To first order the output responds to the potential as \(\delta n_{\rm out}(\mathbf G) = \chi_0(G)\,\delta V(\mathbf G)\). Translation invariance of the uniform gas forbids coupling between different \(\mathbf G\), and isotropy leaves a function of \(G = |\mathbf G|\). A first-order change \(\delta\mu\) would add a uniform density \(D\,\delta\mu\), so \(\delta\mu = 0\) at this order. Since \(n_{\rm out}[n] = n\), subtracting \(n\) from the mixing rule and using \(\delta V = 4\pi e_j/G^2\) gives
\[ e_{j+1}(\mathbf G) = e_j + \alpha\Big(\chi_0\frac{4\pi}{G^2}e_j - e_j\Big) = \big[1-\alpha\,\epsilon(G)\big]\,e_j(\mathbf G),\qquad \epsilon(G) = 1-\frac{4\pi}{G^2}\chi_0(G). \]
Every component decays if and only if \(|1-\alpha\epsilon|<1\), that is \(0<\alpha\epsilon(G)<2\), for every allowed \(\mathbf G\). When all \(\epsilon\) are positive this reads \(0<\alpha<\alpha_c\) with
\[ \alpha_c = \frac{2}{\max_{\mathbf G}\epsilon(G)}. \]
Above \(\alpha_c\) the factor of the worst mode lies below \(-1\): the charge excess changes sign at each step and grows, which is charge sloshing. At \(\alpha=\alpha_c\) the factor is \(-1\) and linear theory does not decide. If the starting error has no component in the worst mode and a symmetry of the cycle keeps it at zero, the next allowed mode sets the threshold; the symmetry must be imposed at every step, since otherwise round-off seeds the excluded mode and its factor below \(-1\) amplifies it.

### Thomas-Fermi response

The Thomas-Fermi model fills a local Fermi sphere, \(n(\mathbf r) = [2(\mu-V(\mathbf r))]^{3/2}/3\pi^2\). Differentiating at \(V=0\) gives \(\delta n = -[2\mu]^{1/2}\delta V/\pi^2 = -D\,\delta V\), the same for all \(G\). Therefore \(\epsilon_{TF} = 1+k_{TF}^2/G^2 = 1+R\).

### Lindhard response

Perturb free electrons, \(\varepsilon_{\mathbf k} = k^2/2\), in a volume \(\Omega\) with \(\delta V = V_qe^{iqz}+V_q^*e^{-iqz}\), \(\mathbf q = q\hat z\). To first order
\[ \psi_{\mathbf k} = \frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt\Omega}\left[1+\frac{V_qe^{iqz}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac{V_q^*e^{-iqz}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right]. \]
In \(|\psi_{\mathbf k}|^2\) the wave \(e^{iqz}\) comes from the second term and from the complex conjugate of the third, with total coefficient \((V_q/\Omega)\,[1/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})+1/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q})]\). Sum this with occupations \(f_{\mathbf k}\) (1 inside the Fermi sphere, 0 outside) and a factor 2 for spin. Shifting \(\mathbf k\to\mathbf k+\mathbf q\) in the second part turns it into \(f_{\mathbf k+\mathbf q}/(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\), so
\[ \chi_0(q) = 2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}. \]
Degenerate pairs, for which the expansion of \(\psi_{\mathbf k}\) fails, lie on the plane \(k_z=-q/2\) of this integral. They have equal unperturbed occupation, so the numerator vanishes together with the denominator; after the transverse integration below the ratio stays finite, and the plane has zero weight. The sum becomes an integral only for converged sampling: on a discrete \(k_z\) mesh that contains such a pair with \(q<2k_F\), the transverse integral being kept continuous, its splitting moves states across the Fermi level and gives a finite contribution.

The denominator, \(-(qk_z+q^2/2)\), depends on \(k_z\) alone. At fixed \(k_z\) the filled states form a disc of area \(\pi(k_F^2-k_z^2)\), so \(2\int d^2k_\perp f/(2\pi)^2 = w(k_z)/\pi\), where \(w = (k_F^2-k_z^2)/2\) for \(|k_z|<k_F\) and zero beyond. Then
\[ \chi_0 = -\frac{1}{2\pi^2}\int dk_z\,\frac{w(k_z)-w(k_z+q)}{qk_z+q^2/2}. \]
The integrand is finite at \(k_z=-q/2\), so a small symmetric interval about that point may be cut out and the two terms separated as principal values. In the second, the substitution \(k_z\to-k_z-q\) maps the cut onto itself, turns \(w(k_z+q)\) into \(w(k_z)\) because \(w\) is even, and reverses the sign of the denominator; the second term equals the first. With \(k_z = k_Ft\) and \(x = q/2k_F\), one has \(w = k_F^2(1-t^2)/2\) and \(qk_z+q^2/2 = 2k_F^2x(t+x)\), so
\[ \chi_0 = -\frac{k_F}{\pi^2}\,\frac{1}{4x}\,P\!\!\int_{-1}^{1}\frac{1-t^2}{t+x}\,dt. \]
Use \(1-t^2 = (t+x)(x-t)+(1-x^2)\). The first part integrates to \(2x\). For \(x<1\) the principal value of \(\int dt/(t+x)\) with a cut of half-width \(\eta\) is \(\ln\frac{\eta}{1-x}+\ln\frac{1+x}{\eta} = \ln\frac{1+x}{1-x}\); for \(x>1\) there is no pole and the integral is \(\ln\frac{x+1}{x-1}\). Hence \(\chi_0 = -DF(x)\) and
\[ F(x) = \frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|,\qquad \epsilon_L(G) = 1+\frac{k_{TF}^2}{G^2}\,F\!\left(\frac{G}{2k_F}\right). \]

### The worst mode

For \(x<1\), insert \(\ln\frac{1+x}{1-x} = 2\sum_{j\ge0}x^{2j+1}/(2j+1)\), so that \(F = \frac12+\frac12(1-x^2)\sum_j x^{2j}/(2j+1)\). The constant term is 1, and the coefficient of \(x^{2m}\) is \(\frac12\big[\frac1{2m+1}-\frac1{2m-1}\big] = -\frac{1}{4m^2-1}\):
\[ F = 1-\sum_{m\ge1}\frac{x^{2m}}{4m^2-1} = 1-\frac{x^2}{3}-\frac{x^4}{15}-\dots \]
For \(x>1\) put \(y = 1/x\). The logarithm is unchanged and the prefactor becomes \(-(1-y^2)/4y\), so \(F(x) = 1-F(y) = \sum_m x^{-2m}/(4m^2-1)\). At \(x=1\) the sum telescopes, \(\frac12\sum_m\big[\frac1{2m-1}-\frac1{2m+1}\big] = \frac12\), and the branches join. Both fall as \(x\) grows, so \(F\) decreases from 1 to 0.

In both models \(\epsilon-1\) is thus positive and decreasing in \(G\). The maximum sits at the shortest reciprocal vector, which for \(\mathbf G = 2\pi(m_1/L_1,m_2/L_2,m_3/L_3)\) has length \(G_{\min} = 2\pi/L\); in a skewed cell the shortest vector must be found from the lattice. Short waves cause no trouble: \(1<\epsilon(G)\le\epsilon(G_{\min})\) keeps their factor between \(1-\alpha\,\epsilon(G_{\min})\) and \(1-\alpha\), which lies inside \((-1,1)\) for \(0<\alpha<\alpha_c\). The result is \(\alpha_c = 2/\epsilon(2\pi/L)\), and \(F<1\) puts the Thomas-Fermi threshold below the Lindhard one at every \(L\).

### Numbers

For \(L=8\) bohr, \(G = 0.78540\) bohr\(^{-1}\), \(G^2 = 0.616850\) bohr\(^{-2}\) and \(R = 1.18046/0.616850 = 1.9137\). Thomas-Fermi gives \(\alpha_c = 2/2.9137 = 0.6864\). For Lindhard, \(x = 0.78540/1.85426 = 0.42356\), \(F = 0.93787\), \(\epsilon_L = 1+1.9137\times0.93787 = 2.7948\) and \(\alpha_c = 2/2.7948 = 0.7156\). The other lengths follow in the same way.

| \(L\) (bohr) | \(R\) | \(F\) | \(\epsilon_{TF}\) | \(\epsilon_L\) |
|---|---|---|---|---|
| 8 | 1.9137 | 0.93787 | 2.914 | 2.795 |
| 16 | 7.6547 | 0.98491 | 8.655 | 8.539 |
| 32 | 30.619 | 0.99625 | 31.62 | 31.50 |
| 64 | 122.48 | 0.99907 | 123.48 | 123.36 |

| \(L\) (bohr) | estimate | \(\alpha_c\), TF | \(\alpha_c\), Lindhard |
|---|---|---|---|
| 8 | 1.045 | 0.6864 | 0.7156 |
| 16 | 0.2613 | 0.2311 | 0.2342 |
| 32 | 0.06532 | 0.06325 | 0.06348 |
| 64 | 0.01633 | 0.01620 | 0.01621 |

The numerical check tests these values without the response formulas. It builds nonlinear SCF maps for densities modulated along \(z\), one from plane-wave diagonalisation on a dense \(k_z\) mesh and one from the Thomas-Fermi density, and differentiates them numerically. It asserts that the resulting matrices are diagonal and that \(\alpha_c\) from the largest eigenvalue matches the formulas to a relative \(2\times10^{-4}\). In plane-wave mixing runs of 30 steps the longest mode alternates in sign, and its amplitude is multiplied by 0.0424 at \(0.95\alpha_c\) and by 17.45 at \(1.05\alpha_c\). The recursion predicts factors \(1-2(0.95) = -0.9\) and \(1-2(1.05) = -1.1\) per step for any \(L\), and their 30th powers are tested to 1%.

## Comparison

The exact denominators are \(1+R\) and \(1+RF\) where the estimate has \(R\). The ratio \(\alpha_{\rm est}/\alpha_c\) is therefore \(\epsilon/R\). Relative to Lindhard it is \(2.7948/1.9137 = 1.46\), \(8.5393/7.6547 = 1.116\), \(31.5043/30.6190 = 1.029\) and \(123.3614/122.4759 = 1.007\). The estimate is too high by 46% at 8 bohr and by 0.7% at 64 bohr. At 8 bohr it also misleads in kind: it allows unmixed iteration, \(\alpha=1\), whose true factor is \(1-2.7948\approx-1.79\). Setting \(\epsilon=2\) shows where \(\alpha_c\) passes 1. In Thomas-Fermi this needs \(G = k_{TF}\), or \(L = 2\pi/1.08649 = 5.78\) bohr; solving \(RF=1\) numerically gives 6.13 bohr, longer because \(F<1\) must be made up by a larger \(R\).

The \(L^{-2}\) law is approached from the side of slower decrease. Doubling \(L\) turns \(R\) into \(4R\), so in Thomas-Fermi \(\alpha_c(L)/\alpha_c(2L) = (1+4R)/(1+R) = 4-3/(1+R)\), which is \(4-3/2.9137 = 2.970\) at \(L=8\), then 3.653 and 3.905. Lindhard gives 3.055, 3.689 and 3.916.

The second neglected effect is smaller than the first. The series gives, with \(x^2 = G^2/4k_F^2\),
\[ \epsilon_L-\epsilon_{TF} = R(F-1) = -\frac{k_{TF}^2}{12k_F^2}\Big(1+\frac{x^2}{5}+\dots\Big),\qquad \frac{k_{TF}^2}{12k_F^2} = \frac{1}{3\pi k_F} = 0.1144. \]
The difference tends to a constant while \(\epsilon\) grows as \(L^2\); at 8 bohr it is \(2.7948-2.9137 = -0.1189\). Up to terms of order \(L^{-2}\), \(\epsilon_L\approx R+1-0.1144\), and the estimate keeps \(R\) alone. The Lindhard threshold exceeds the Thomas-Fermi one by 4.25%, 1.35%, 0.36% and 0.09% of the latter. At 8 bohr the gap is wide enough to change the outcome: \(\alpha=0.70\) gives the factors \(1-0.70\times2.9137 = -1.0396\) and \(1-0.70\times2.7948 = -0.9564\), and after 40 steps the Thomas-Fermi map has multiplied the longest mode by 4.72 while the plane-wave map has reduced it to 0.168.

Two assumptions also move the 8 bohr value: the first by more than that gap, the second by an amount that depends strongly on the mesh. The first is the Hartree-only kernel. In the local density approximation (LDA) the input error also changes the potential by \(f_{xc}e_j\), with \(f_{xc} = dv_{xc}/dn\), so \(4\pi/G^2\) becomes \(4\pi/G^2+f_{xc}\) and \(\epsilon_{LDA} = \epsilon_L+Df_{xc}F\). Slater exchange has \(v_x = -(3n/\pi)^{1/3} = -k_F/\pi\), so \(f_x = v_x/3n = -\pi/k_F^2 = -3.655\) hartree bohr\(^3\). Perdew-Wang correlation brings the total to \(-3.921\), and \(Df_{xc} = -0.3684\). The threshold formula survives. Since \(\epsilon_L>1\) and \(F<1\), \(\epsilon_{LDA}\) is bounded below by \(1-0.3684>0\); the smallest value found on a grid up to 30 bohr\(^{-1}\) is 0.962. Where \(4\pi/G^2+f_{xc}>0\), \(\epsilon_{LDA}-1\) is a product of positive decreasing functions, and elsewhere \(\epsilon_{LDA}\le1\), so the maximum is at \(G_{\min}\) whenever \(\epsilon_{LDA}(G_{\min})>1\). At 8 bohr \(\epsilon_{LDA} = 2.7948-0.3684\times0.93787 = 2.4493\) and \(\alpha_c = 0.817\), which is \(0.81656/0.71562 = 1.14\) times the Lindhard value. The longer cells give 0.245, 0.0642 and 0.0163; the shift in \(\epsilon\) is again nearly constant and fades against \(R\).

The second assumption is converged sampling. Keeping the single point \(k_z=0\) in the 8 bohr cell, with the transverse integral still exact, gives \(\alpha_c = 0.705\), 1.46% below the Lindhard value. That is one mesh in one cell, and the size does not carry over to discrete transverse sampling. Take a cubic 8 bohr cell at \(\Gamma\) alone with 14 electrons (\(n = 14/512 = 0.02734\) bohr\(^{-3}\), 1.6% above the value used here), which fill the state \((000)\) and the six states of type \((100)\). For \(\mathbf q = (0,0,1)\,G\) the filled-empty pairs are two with gap \(3G^2/2\) and eight with gap \(G^2/2\), so \(\chi_0 = -\frac{2}{512}\big(\frac23+8\big)\frac{2}{G^2} = -0.1098\), \(\epsilon = 3.236\) and \(\alpha_c\le 2/3.236 = 0.618\), at least 13% below 0.7156.

The \(L^{-2}\) law itself rests on \(\chi_0\) tending to a nonzero constant as \(G\to0\), here \(-D\) with \(D>0\) (a \(\chi_0\propto G^2\) would leave \(\epsilon\) bounded). Uniformity was used to make \(\epsilon\) diagonal in \(\mathbf G\) and to fix the numbers. With ions or a surface, \(\epsilon\) becomes a matrix coupling different \(\mathbf G\), and its largest eigenvalue takes the place of \(\epsilon(G_{\min})\); the figures above belong to jellium at this density and are not thresholds computed for a crystal with ions.

## Values computed for the example and the checks

```
rs = 2.07 bohr
n = 0.026915 bohr^-3
kF = 0.92713 bohr^-1, 2kF = 1.85426 bohr^-1
EF = 0.42978 hartree
dos = kF/pi^2 = 0.093938, finite-difference dn/dmu = 0.093938 bohr^-3/hartree
kTF^2 = 1.18046 bohr^-2
kTF = 1.08649 bohr^-1 = 2.0532 1/angstrom
screening length 1/kTF = 0.9204 bohr
fx = -3.6548, fxc = -3.9214 hartree bohr^3, dos*fxc = -0.3684
min of eps_LDA over G = 0.9620
eps_L-eps_TF limit -1/(3 pi kF) = -0.11444, quadrature at q=0.02/bohr -0.11445
L = 8 bohr: G = 0.78540 bohr^-1, G^2 = 0.616850 bohr^-2, x = 0.42356
  F = 0.93787, kTF^2/G^2 = 1.9137
  eps: TF 2.9137, Lindhard 2.7948, LDA 2.4493
  alpha_c formula: TF 0.68642, Lindhard 0.71562, LDA 0.81656
  alpha_c SCF map: TF 0.68642, Lindhard 0.71562, LDA 0.81656
  Lindhard above TF by 4.25 %, asymptote 1.04510
  error ratio after 30 steps: 0.0424 at 0.95, 17.45 at 1.05 alpha_c
L = 16 bohr: G = 0.39270 bohr^-1, G^2 = 0.154213 bohr^-2, x = 0.21178
  F = 0.98491, kTF^2/G^2 = 7.6547
  eps: TF 8.6547, Lindhard 8.5393, LDA 8.1764
  alpha_c formula: TF 0.23109, Lindhard 0.23421, LDA 0.24461
  alpha_c SCF map: TF 0.23109, Lindhard 0.23421, LDA 0.24461
  Lindhard above TF by 1.35 %, asymptote 0.26128
  error ratio after 30 steps: 0.0424 at 0.95, 17.45 at 1.05 alpha_c
L = 32 bohr: G = 0.19635 bohr^-1, G^2 = 0.038553 bohr^-2, x = 0.10589
  F = 0.99625, kTF^2/G^2 = 30.6190
  eps: TF 31.6190, Lindhard 31.5043, LDA 31.1373
  alpha_c formula: TF 0.06325, Lindhard 0.06348, LDA 0.06423
  alpha_c SCF map: TF 0.06325, Lindhard 0.06348, LDA 0.06423
  Lindhard above TF by 0.36 %, asymptote 0.06532
  error ratio after 30 steps: 0.0424 at 0.95, 17.45 at 1.05 alpha_c
L = 64 bohr: G = 0.09817 bohr^-1, G^2 = 0.009638 bohr^-2, x = 0.05295
  F = 0.99907, kTF^2/G^2 = 122.4759
  eps: TF 123.4759, Lindhard 123.3614, LDA 122.9934
  alpha_c formula: TF 0.01620, Lindhard 0.01621, LDA 0.01626
  alpha_c SCF map: TF 0.01620, Lindhard 0.01621, LDA 0.01626
  Lindhard above TF by 0.09 %, asymptote 0.01633
  error ratio after 30 steps: 0.0424 at 0.95, 17.45 at 1.05 alpha_c
alpha_c(L)/alpha_c(2L) TF, L=8,16,32: 2.970, 3.653, 3.905
alpha_c(L)/alpha_c(2L) Lindhard, L=8,16,32: 3.055, 3.689, 3.916
L=8 bohr, alpha=0.70: factor TF -1.0396, Lindhard -0.9564
  error ratio after 40 steps: TF map 4.724, Kohn-Sham map 0.168
alpha_c = 1 at L = 5.783 bohr (TF), 6.127 bohr (Lindhard)
L=8 bohr, single kz=0 point: alpha_c = 0.70520 (-1.46 % from Lindhard)
```
